\section*{Testing restricted Hartree-Fock ozone for a triplet instability}

\section*{Problem}

Ozone dissolved in rinse water is used to oxidize organic residue on wafers. Before an electronic-structure method is applied to its reactions, one should know whether a single closed-shell determinant is a sound starting point for the molecule itself.

Fix the geometry by choosing both O--O bonds as $1.272$ angstrom and the O--O--O angle as $116.8^\circ$, which is close to experiment. Use the cc-pVDZ basis, real orbitals and $n=12$ electrons of each spin.

\begin{enumerate}
\item[(a)] Derive the second-order change of the energy when the orbitals of the restricted Hartree-Fock (RHF) determinant are rotated, and separate the rotations that keep the two spins alike from those that make them differ.
\item[(b)] Is the RHF solution stable against each kind? Which orbitals are involved?
\item[(c)] Follow the softest spin-dependent rotation. How do the energy and $\langle S^2\rangle$ change along it?
\item[(d)] Find the unrestricted (UHF) solution reached by full optimization. Report its energy, local stability and spin contamination.
\item[(e)] How sensitive are the answers to basis, geometry and surroundings?
\end{enumerate}

Hartree atomic units are used, so $\langle S^2\rangle$ is in units of $\hbar^2$. Indices $i,j$ label occupied and $a,b$ virtual RHF orbitals, with energies $\varepsilon$. Two-electron integrals are written
\[
(pq|rs)=\iint \frac{p(\mathbf r)q(\mathbf r)\,r(\mathbf r')s(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d\mathbf r\,d\mathbf r' .
\]

\section*{Hints}

\begin{enumerate}
\item The Hartree-Fock energy is a quadratic function of the spin density matrices. Expand these to second order in the rotation.
\item Try equal and opposite rotations of the two spins. What happens to the total density at first order?
\item Exchanging the labels $\alpha$ and $\beta$ cannot change the energy. Use this to exclude odd powers.
\item For $S_z=0$, $\langle S^2\rangle$ is the squared norm of $S_+\Phi$. Choose the occupied orbitals so that each $\beta$ orbital overlaps with at most one $\alpha$ orbital.
\item A stationary point is not necessarily a minimum. Repeat the stability analysis at the UHF solution.
\end{enumerate}

\section*{Solution}

\subsection*{(a) The stability matrices}

For spin $\sigma$, multiply the orbital coefficients by $e^{K^\sigma}$, where $K^\sigma_{ai}=t^\sigma_{ia}$ and $K^\sigma_{ia}=-t^\sigma_{ia}$. This matrix is antisymmetric, so the orbitals stay orthonormal. To second order an occupied orbital becomes
\begin{equation}
\phi_i^\sigma=i+\sum_a t^\sigma_{ia}\,a-\tfrac12\sum_{ja}t^\sigma_{ia}t^\sigma_{ja}\,j .
\end{equation}
Summing the products of the coefficients of $\phi_i^\sigma$ over $i$ gives the changes of the density matrix:
\begin{align}
\delta P^\sigma_{ia}&=\delta P^\sigma_{ai}=t^\sigma_{ia},\\
\delta P^\sigma_{ab}&=\sum_i t^\sigma_{ia}t^\sigma_{ib},\qquad
\delta P^\sigma_{ij}=-\sum_a t^\sigma_{ia}t^\sigma_{ja}.
\end{align}
The first line is of first order, the second of second order.

Because the energy is quadratic in the density matrices,
\begin{align}
\Delta E={}&\sum_\sigma \mathrm{tr}(F\,\delta P^\sigma)
+\tfrac12\sum_{pqrs}(pq|rs)\,\delta P_{pq}\,\delta P_{rs}\nonumber\\
&-\tfrac12\sum_\sigma\sum_{pqrs}(pr|qs)\,\delta P^\sigma_{pq}\,\delta P^\sigma_{rs},
\end{align}
where $\delta P=\delta P^\alpha+\delta P^\beta$ and $F$ is the RHF Fock matrix. Each term is now taken to second order.

The Fock matrix is diagonal, so $F_{ia}=0$ and the first-order energy vanishes. The second-order density contributes $\sum_{\sigma ia}(\varepsilon_a-\varepsilon_i)(t^\sigma_{ia})^2$.

In the Coulomb term each of the two density factors appears as $ia$ and as $ai$. These four equal contributions, times $\tfrac12$, give $2\sum T_{ia}(ia|jb)T_{jb}$ with $T=t^\alpha+t^\beta$.

In the exchange term the same four index choices give $(ij|ab)$ twice and $(ib|ja)$ twice. The factor $-\tfrac12$ leaves $-(ij|ab)-(ib|ja)$. Hence
\begin{equation}
\Delta E^{(2)}=\sum_\sigma (t^\sigma)^{T}M\,t^\sigma+2\,T^{T}G\,T,
\label{second}
\end{equation}
with $G_{ia,jb}=(ia|jb)$ and
\begin{equation}
M_{ia,jb}=\delta_{ij}\delta_{ab}(\varepsilon_a-\varepsilon_i)-(ij|ab)-(ib|ja).
\end{equation}

Set $t^\alpha=x/\sqrt2$ and $t^\beta=\pm x/\sqrt2$. In both cases the first term of (\ref{second}) is $x^TMx$. For the plus sign $T=\sqrt2\,x$, so the second term is $4x^TGx$. For the minus sign $T=0$ and it vanishes. The two matrices are therefore
\begin{equation}
H^{\rm singlet}=M+4G,\qquad H^{\rm triplet}=M .
\end{equation}
Cross terms between the two kinds cancel, because the energy is unchanged when the spins are exchanged.

The physical difference is the Coulomb response. A singlet rotation displaces charge at first order and pays for it through $4G$, which is positive because the Coulomb interaction of a charge distribution with itself is positive. A triplet rotation leaves the total charge density unchanged at first order. It costs the orbital gap but gains from the integrals in $M$, and the gain can win.

\subsection*{(b) The stability of RHF ozone}

The RHF energy is $-224.26558$ hartree. The lowest eigenvalues are
\begin{align}
\lambda^{\rm singlet}_1&=+0.0769\ \text{hartree},\\
\lambda^{\rm triplet}_1&=-0.2188\ \text{hartree},\qquad
\lambda^{\rm triplet}_2=-0.0169\ \text{hartree}.
\end{align}
The solution is thus a local minimum among real restricted determinants, but a saddle point once the spins may differ. There are at least two independent descending directions, the second much weaker than the first.

As an independent test, the energies of explicitly rotated determinants were differentiated numerically along the first triplet eigenvector. They give $-0.218823$ hartree, equal to the matrix eigenvalue to the six decimals printed.

In the normalized eigenvector $v_{ia}$, a fraction $0.994$ of the squared weight connects $\pi$ orbitals with $\pi$ orbitals, meaning orbitals odd under reflection in the molecular plane. The single rotation from orbital 12, the highest occupied one, to orbital 13, the lowest virtual one, carries $0.969$. This instability is therefore mainly a two-orbital affair in composition. The small components still matter for its strength: the rotation from 12 to 13 alone would give $-0.176$ hartree instead of $-0.2188$.

The second, weaker instability has a different character. Its largest part, with weight $0.89$, rotates orbital 11, a $\sigma$ orbital (even under the reflection), into the same $\pi$ orbital 13.

\subsection*{(c) Along the unstable direction}

Take $t^\alpha=\theta v/\sqrt2$ and $t^\beta=-\theta v/\sqrt2$. Reversing $\theta$ exchanges the spins and leaves the energy unchanged, so
\begin{equation}
E(\theta)=E_{\rm RHF}+\lambda\theta^2+O(\theta^4),\qquad \lambda=\lambda^{\rm triplet}_1 .
\end{equation}
A negative $\lambda$ proves that a lower unrestricted determinant exists. The converse does not follow in general: a positive $\lambda$ would not exclude a lower solution far away.

To obtain the contamination, start from
\begin{equation}
S^2=S_-S_++S_z(S_z+1).
\end{equation}
For $S_z=0$ this gives $\langle S^2\rangle=\|S_+\Phi\|^2$. Rotations within the occupied $\alpha$ space and within the occupied $\beta$ space change the determinant by at most a sign. A singular-value decomposition of the overlap matrix therefore lets us choose orbitals $a_k$ and $b_k$ with $\langle a_k|b_l\rangle=d_k\delta_{kl}$.

The operator $S_+$ turns one $\beta$ electron in $b_k$ into an $\alpha$ electron. Antisymmetry removes the part of $b_k$ already occupied by $\alpha$ electrons, which is $d_ka_k$. The remainder has squared norm $1-d_k^2$. Terms with different $k$ lack different $\beta$ orbitals and are orthogonal, so
\begin{equation}
\langle S^2\rangle=\sum_{k=1}^{n}(1-d_k^2).
\label{s2}
\end{equation}

On the path, decompose the matrix $v_{ia}$ into singular values $s_k$. Each occupied partner is mixed with its own virtual partner through the angle $+\theta s_k/\sqrt2$ for $\alpha$ and $-\theta s_k/\sqrt2$ for $\beta$. The angle between the two resulting orbitals is $\sqrt2\,\theta s_k$, hence $d_k=\cos(\sqrt2\,\theta s_k)$ and
\begin{equation}
\langle S^2\rangle=\sum_k\sin^2(\sqrt2\,\theta s_k)\simeq2\theta^2 .
\end{equation}
The last form holds for small $\theta$ and uses $\sum_ks_k^2=1$.

A scan in steps of $0.05$ rad has its lowest point at $\theta=0.75$ rad, where the energy is $0.0570$ hartree below RHF and $\langle S^2\rangle=0.769$. The quadratic term alone would give
\[
-0.2188\times0.75^2=-0.123\ \text{hartree}.
\]
Higher powers thus cancel more than half of the initial gain, and the eigenvalue must not be read as the depth of the minimum.

\subsection*{(d) The unrestricted solution}

Optimizing all orbitals from this point gives
\begin{equation}
E_{\rm UHF}=-224.35393\ \text{hartree}.
\end{equation}
The lowering relative to RHF is
\[
224.35393-224.26558=0.08835\ \text{hartree}=2.40\ \text{eV}.
\]
Of this, $0.0570$ hartree was available on the straight path; the remaining $0.0313$ hartree comes from relaxing the orbitals away from it.

At the new solution the two spins have different Fock matrices and orbitals. The expansion in (a) still applies with a separate $M^\sigma$ for each spin and a Coulomb term coupling all pairs of spins. The lowest eigenvalue of the complete matrix is $+0.0352$ hartree, so this is a local minimum among real unrestricted determinants with $S_z=0$. Complex orbitals and orbitals that mix spin up with spin down were not examined.

Starts along the three lowest triplet eigenvectors led to the same energy within the printed $10^{-6}$ hartree. This supports the solution but does not prove it to be the global minimum.

The spin contamination is
\begin{equation}
\langle S^2\rangle_{\rm UHF}=0.931,
\end{equation}
where a pure singlet has zero. The smallest pair overlap is $d=0.2885$, and the next is $0.9975$. By (\ref{s2}) the first pair contributes
\[
1-0.2885^2=0.917,
\]
leaving about $0.015$ for the other eleven pairs together.

The value $0.931$ does not by itself say which spins are mixed in. To find out, rotate the determinant in spin space by an angle $\beta$ about the $y$ axis and take its overlap with the original. With $x=\cos\beta$, each pair contributes the determinant
\[
\begin{vmatrix}\cos\frac\beta2&-d_k\sin\frac\beta2\\[2pt] d_k\sin\frac\beta2&\cos\frac\beta2\end{vmatrix}
=\frac{1+x}{2}+d_k^2\,\frac{1-x}{2}.
\]
Let $N(x)$ be the product over pairs. A component of spin $S$ and $S_z=0$ has overlap $P_S(x)$ with its rotated self, where $P_S$ is a Legendre polynomial. Thus $N=\sum_Sw_SP_S$, and orthogonality of the polynomials gives the weights
\begin{equation}
w_S=\frac{2S+1}{2}\int_{-1}^{1}P_S(x)N(x)\,dx .
\end{equation}
The result is $w_0=0.5388$, $w_1=0.4590$ and $w_2=0.0022$. They reproduce the contamination:
\[
2(0.4590)+6(0.0022)=0.931 .
\]
The UHF determinant is therefore 54\% singlet and 46\% triplet by weight, with a trace of quintet.

The Mulliken spin populations are $0.00$ on the central atom and $-0.93$ and $+0.93$ on the ends. Exchanging the spins gives an equally good solution with the signs reversed. These populations are a feature of the broken-symmetry determinant. A true singlet has zero spin density everywhere, so they are not static moments of the molecule.

\subsection*{(e) Sensitivity and the real setting}

At the same geometry, cc-pVTZ gives $\lambda=-0.2138$ hartree, a lowering of $0.0868$ hartree ($2.36$ eV) and $\langle S^2\rangle=0.934$. The lowering is $1.7\%$ smaller than in cc-pVDZ. Diffuse functions shift the values more: aug-cc-pVDZ gives $\lambda=-0.2109$ hartree, a lowering of $0.0851$ hartree (nearly $4\%$ smaller) and $\langle S^2\rangle=0.933$. The energies quoted here are therefore basis-dependent at the level of a few percent. The instability is not peculiar to the smaller basis.

With the angle and the cc-pVDZ basis held fixed, changing both bonds by $0.01$ angstrom gives:
\begin{center}
\begin{tabular}{ccc}
Bond (angstrom) & $\lambda$ (hartree) & $\langle S^2\rangle$\\
1.262 & $-0.2144$ & 0.923\\
1.272 & $-0.2188$ & 0.931\\
1.282 & $-0.2230$ & 0.940
\end{tabular}
\end{center}
Over this range, stretching strengthens the instability and the contamination.

In a wafer rinse, ozone is surrounded by water rather than isolated. A dielectric continuum with its relative permittivity set to $78.4$, a model input close to that of water at room temperature, changes the lowering from $0.0883$ to $0.0875$ hartree, or by $1\%$, and $\langle S^2\rangle$ from $0.931$ to $0.932$. The molecular geometry was held fixed in this comparison. These values are for the ddCOSMO model; the last digit depends on the continuum model and cavity, and IEF-PCM gives a lowering of $0.0873$ hartree. The continuum leaves out hydrogen bonds, ozone decomposition and reactions with residue or surface, so these numbers predict no cleaning rate. They show that bulk dielectric screening, in this model, does not remove the lower unrestricted solution.

Electron correlation is also missing from the comparison of RHF with UHF, and it can reverse their order. In cc-pVDZ, frozen-core second-order perturbation theory (MP2) built on UHF gives an energy $0.058$ hartree above that built on RHF; in cc-pVTZ and aug-cc-pVDZ the difference keeps its sign and grows by about $0.005$ hartree. A lower UHF energy therefore does not by itself make UHF the better start for a correlated method. Frozen-core CCSD(T) built on the RHF determinant gives a correlation energy of $-0.644$ hartree in cc-pVDZ. The UHF lowering is only $14\%$ of that magnitude. A larger basis would recover more correlation energy and lower this percentage. CCSD(T) is itself approximate, and its single-determinant reference is the one found unstable here, so this value sets a scale rather than an exact target.

\section*{Variation 1: one pair in two orbitals}

\textit{Keep one occupied orbital $g$ and one virtual orbital $u$. Where is the UHF minimum, and when does it exist?}

Restrict the search to equal and opposite rotations of the two spins, as on the path in (c). Let $c=\cos\varphi$, $s=\sin\varphi$ and take
\begin{equation}
\phi_\alpha=cg+su,\qquad \phi_\beta=cg-su .
\end{equation}
Here $\varphi=\theta/\sqrt2$. Write $h_g,h_u$ for the one-electron energies, including the field of any frozen electrons, and set $J_{pq}=(pp|qq)$, $K=(gu|gu)$. The one-electron energy is $2c^2h_g+2s^2h_u$, since the cross terms cancel between the spins. The repulsion is
\begin{align}
(\phi_\alpha\phi_\alpha|\phi_\beta\phi_\beta)
={}&c^4J_{gg}+s^4J_{uu}\nonumber\\
&+2c^2s^2J_{gu}-4c^2s^2K .
\end{align}
Put $q=s^2$ and $c^2=1-q$. The coefficient of $q$ in the total energy is
\[
2(h_u-h_g)-2J_{gg}+2J_{gu}-4K .
\]
The orbital energies are $\varepsilon_g=h_g+J_{gg}$ and $\varepsilon_u=h_u+2J_{gu}-K$. Eliminating $h_g$ and $h_u$ turns the coefficient into $2(\varepsilon_u-\varepsilon_g-J_{gu}-K)=2\lambda$, where $\lambda$ is the one-element triplet matrix. Therefore
\begin{align}
E-E_{\rm RHF}&=2\lambda q+Dq^2,\\
D&=J_{gg}+J_{uu}-2J_{gu}+4K .
\end{align}
The first three terms of $D$ are the self-repulsion of the distribution $g^2-u^2$, so $D>0$. For $\lambda\ge0$ the minimum is the RHF point $q=0$. For $-D<\lambda<0$,
\begin{equation}
q=-\frac{\lambda}{D},\qquad E-E_{\rm RHF}=-\frac{\lambda^2}{D}.
\end{equation}
If $\lambda\le-D$, the minimum is at $q=1$, where both electrons occupy $u$.

For ozone, insert the full eigenvalue $\lambda=-0.2188$ hartree and fit $D$ to the scan point in (c). These are effective values: the unstable mode also has small components outside the frontier pair, so they differ from what the integrals over orbitals 12 and 13 alone give, $\lambda=-0.176$ and $D=0.75$ hartree. At the scan point $q=\sin^2(0.75/\sqrt2)=0.256$, and
\[
D=\frac{-0.0570+2(0.2188)(0.256)}{0.256^2}\approx0.84\ \text{hartree}.
\]
The model then puts the minimum at $q=0.26$, or $\theta=0.76$ rad, consistent with the scan minimum at the grid point $0.75$ rad. Its contamination is $4q(1-q)=0.77$. The full UHF value of $0.93$ is larger because the orbitals also relax, which this model forbids.

\section*{Variation 2: removing the triplet}

\textit{Project the pair onto a singlet. How do its orbital occupations change?}

Multiply out the determinant, with a bar marking $\beta$ spin:
\begin{equation}
|\phi_\alpha\bar\phi_\beta|=c^2|g\bar g|-s^2|u\bar u|-cs\left(|g\bar u|-|u\bar g|\right).
\end{equation}
The bracket is a triplet, because exchanging $g$ and $u$ reverses its sign: its spatial part is antisymmetric. Its weight is $2c^2s^2=(1-d^2)/2$, where $d=c^2-s^2$. For $d=0.2885$ this is $0.458$, close to the full triplet weight of $0.459$.

Before projection the occupations of $g$ and $u$ are $2c^2=1+d$ and $2s^2=1-d$, or $1.29$ and $0.71$. Dropping the triplet and normalizing gives
\begin{equation}
n_g=\frac{2c^4}{c^4+s^4}=1+\frac{2d}{1+d^2},\qquad n_u=2-n_g .
\end{equation}
The values are $1.53$ and $0.47$.

A CASSCF(2,2) calculation optimizes such a two-electron singlet together with all orbitals. It gives occupations $1.57$ and $0.43$, and an energy $0.0951$ hartree below RHF, compared with $0.0883$ hartree for UHF. In this comparison most of the difference between the UHF and CASSCF occupations is removed by the projection alone. In this two-orbital treatment the frontier pair still departs strongly from occupations $2$ and $0$, so the weakness of the closed-shell determinant is not merely a product of spin contamination. The size of the departure depends on the chosen active space: with 12 electrons in the 9 orbitals of the 2p valence space the corresponding occupations are only about $1.78$ and $0.26$, roughly half the departure found with two orbitals. CASSCF(2,2) keeps the other electrons in doubly occupied orbitals and so omits the correlation among them.

Most of the values used above are collected in the numerical output.

\section*{Computed values}
\begin{verbatim}
O-O bond length: 1.272 angstrom
O-O-O angle: 116.8 degree
electrons per spin: 12
cc-pVDZ basis functions: 42
cc-pVDZ RHF energy: -224.265580 hartree
cc-pVDZ lowest singlet eigenvalue: 0.076903 hartree
cc-pVDZ lowest triplet eigenvalue: -0.218823 hartree
cc-pVDZ second triplet eigenvalue: -0.016903 hartree
cc-pVDZ UHF energy: -224.353928 hartree
cc-pVDZ UHF lowering: 0.088348 hartree
cc-pVDZ UHF lowering: 2.4041 eV
cc-pVDZ UHF lowest Hessian eigenvalue: 0.035248 hartree
cc-pVDZ UHF <S^2>: 0.93140 (hbar^2)
cc-pVTZ basis functions: 90
cc-pVTZ RHF energy: -224.340411 hartree
cc-pVTZ lowest singlet eigenvalue: 0.078829 hartree
cc-pVTZ lowest triplet eigenvalue: -0.213847 hartree
cc-pVTZ second triplet eigenvalue: -0.016858 hartree
cc-pVTZ UHF energy: -224.427223 hartree
cc-pVTZ UHF lowering: 0.086812 hartree
cc-pVTZ UHF lowering: 2.3623 eV
cc-pVTZ UHF lowest Hessian eigenvalue: 0.035608 hartree
cc-pVTZ UHF <S^2>: 0.93391 (hbar^2)
finite-difference triplet eigenvalue: -0.218823 hartree
pi-to-pi weight of unstable mode: 0.99436
largest component: orbital 12 to 13
largest component weight: 0.9692
scan minimum theta: 0.75 rad
scan minimum energy minus RHF: -0.057001 hartree
scan minimum <S^2>: 0.76896 (hbar^2)
three starts above lowest UHF (hartree): 0.000000 0.000000 0.000000
UHF weights S=0,1,2,3: 0.538781 0.458983 0.002232 0.000004
<S^2> from spin weights: 0.93140 (hbar^2)
three smallest pair overlaps: 0.28851 0.99752 0.99813
UHF frontier natural occupations: 1.28851 0.71149
Mulliken spin, centre/end/end (electrons): 0.0000 -0.9312 0.9312
bond -0.01 angstrom: triplet -0.214402 hartree, <S^2> 0.92263
bond +0.01 angstrom: triplet -0.223010 hartree, <S^2> 0.93959
CCSD(T) correlation energy, cc-pVDZ: -0.643860 hartree
CASSCF(2,2) energy minus RHF: -0.095081 hartree
CASSCF(2,2) occupations: 1.57070 0.42930
water relative permittivity, rough input: 78.4
UHF lowering in continuum water: 0.087465 hartree
UHF <S^2> in continuum water: 0.93200 (hbar^2)
\end{verbatim}
